# Does an ELF value of one signal a strong bond?: test program

```python
# Result under test: the electron localisation function (ELF) equals 1 wherever
# a spin channel holds a single real orbital, whatever the bonding, and equals
# 1/2 for the uniform electron gas at every density. It is no bond-strength scale.
# Symbols, for one spin, in atomic units:
#   rho = sum psi_i^2, tau = sum |grad psi_i|^2 (no factor 1/2),
#   D = tau - |grad rho|^2/(4 rho), D0 = (3/5)(6 pi^2)^(2/3) rho^(5/3),
#   ELF = 1/(1 + (D/D0)^2).
import numpy as np
from scipy import constants
from scipy.linalg import eigh
from scipy.optimize import brentq
from pyscf import gto, scf, dft, ao2mo

EV = constants.physical_constants["Hartree energy in eV"][0]


def gas_reference(rho):
    return 0.6 * (6 * np.pi**2) ** (2 / 3) * rho ** (5 / 3)


def elf_value(D, rho):
    return 1 / (1 + (D / gas_reference(rho)) ** 2)


def density(mol, dm, points):
    ao = mol.eval_gto("GTOval_sph", points)
    return np.einsum("gi,gi->g", ao @ dm, ao)


def kinetic_density(mol, dm, points):
    ao = mol.eval_gto("GTOval_sph_deriv1", points)
    return sum(np.einsum("gi,gi->g", ao[k] @ dm, ao[k]) for k in (1, 2, 3))


def local_quantities(mol, dm, points):
    """rho, D and ELF of one spin from its density matrix dm."""
    points = np.atleast_2d(np.asarray(points, dtype=float))
    ao = mol.eval_gto("GTOval_sph_deriv1", points)
    rho = np.einsum("gi,gi->g", ao[0] @ dm, ao[0])
    grad = np.array([2 * np.einsum("gi,gi->g", ao[0] @ dm, ao[k])
                     for k in (1, 2, 3)])
    D = kinetic_density(mol, dm, points) - (grad**2).sum(axis=0) / (4 * rho)
    return rho, D, elf_value(D, rho)


def dimer(symbol, R, basis, spin=0):
    return gto.M(atom=[[symbol, (0, 0, -R / 2)], [symbol, (0, 0, R / 2)]],
                 unit="Bohr", basis=basis, spin=spin, verbose=0)


def run(mf, dm0=None):
    mf.kernel(dm0=dm0)
    if not mf.converged:
        mf = mf.newton()
        mf.kernel()
    assert mf.converged
    return mf


def largest_deviation_from_one(mol, dm, half_length, rng):
    """Largest 1-ELF over random points; grad rho from finite differences."""
    pts = rng.uniform(-1, 1, (3000, 3)) * np.array([2, 2, half_length])
    pts = np.vstack([pts, [[0.0, 0.0, 0.0]]])
    rho = density(mol, dm, pts)
    keep = rho > 1e-5
    pts, rho = pts[keep], rho[keep]
    h = 1e-3
    grad2 = np.zeros(len(pts))
    for axis in np.eye(3):
        slope = (density(mol, dm, pts + h * axis)
                 - density(mol, dm, pts - h * axis)) / (2 * h)
        grad2 += slope**2
    D = kinetic_density(mol, dm, pts) - grad2 / (4 * rho)
    return np.max(1 - elf_value(D, rho)), len(pts)


def exact_singlet(mol, mf):
    """Lowest singlet of two electrons in the basis: energy, one-spin dm."""
    C = mf.mo_coeff
    n = C.shape[1]
    h = C.T @ mf.get_hcore() @ C
    eri = ao2mo.restore(1, ao2mo.kernel(mol, C), n)
    one = np.eye(n)
    H = np.kron(h, one) + np.kron(one, h)
    H += eri.transpose(0, 2, 1, 3).reshape(n * n, n * n)
    identity = np.eye(n * n)
    swap = identity.reshape(n, n, n, n).transpose(1, 0, 2, 3)
    swap = swap.reshape(n * n, n * n)
    H += 10.0 * (identity - swap) / 2   # lifts triplets out of the way
    energy, vec = eigh(H, subset_by_index=[0, 0])
    c = vec[:, 0].reshape(n, n)
    return energy[0] + mol.energy_nuc(), C @ (c @ c.T) @ C.T


rng = np.random.default_rng(1)

# ---- H2 at several bond lengths, and the He atom ----
h_atom = run(scf.UHF(gto.M(atom="H", basis="cc-pvtz", spin=1, verbose=0)))
two_atoms = 2 * h_atom.e_tot
print("Energy of one H atom, cc-pVTZ: %.6f hartree" % h_atom.e_tot)
print("H2 singlet, cc-pVTZ (FCI = full configuration interaction)")
binding, correlated_elf = {}, {}
for R in (1.4, 3.0, 6.0, 10.0):
    mol = dimer("H", R, "cc-pvtz")
    mf = run(scf.RHF(mol))
    dev, count = largest_deviation_from_one(mol, mf.make_rdm1() / 2,
                                            R / 2 + 2, rng)
    assert dev < 1e-5 and count > 500
    e_exact, dm_exact = exact_singlet(mol, mf)
    assert e_exact < mf.e_tot
    binding[R] = (two_atoms - e_exact) * EV
    rho_c, D_c, elf_c = local_quantities(mol, dm_exact, [0, 0, 0])
    correlated_elf[R] = elf_c[0]
    print("R = %.1f bohr: FCI binding energy %.4f eV" % (R, binding[R]))
    print("  RHF energy minus two atoms: %.3f eV"
          % ((mf.e_tot - two_atoms) * EV))
    print("  RHF largest 1-ELF over %d points: %.1e" % (count, dev))
    print("  midpoint, FCI density matrix: D/D0 = %.4f, ELF = %.4f"
          % (D_c[0] / gas_reference(rho_c[0]), elf_c[0]))
assert binding[1.4] > 4 and abs(binding[10.0]) < 0.01
assert correlated_elf[1.4] > 0.95
assert correlated_elf[6.0] < 0.1 and correlated_elf[10.0] < 0.1

he = gto.M(atom="He", basis="cc-pvtz", verbose=0)
he_mf = run(scf.RHF(he))
dev, count = largest_deviation_from_one(he, he_mf.make_rdm1() / 2, 2.0, rng)
assert dev < 1e-5 and count > 500
print("He atom, RHF: largest 1-ELF over %d points: %.1e" % (count, dev))

# ---- triplet H2: two electrons of the same spin, no bond ----
R_trip = 3.0
trip = dimer("H", R_trip, "cc-pvtz", spin=2)
trip_mf = run(scf.UHF(trip))
repulsion = (trip_mf.e_tot - two_atoms) * EV
dm_up = trip_mf.make_rdm1()[0]


def triplet_elf(z):
    return local_quantities(trip, dm_up, [0, 0, z])[2][0]


elf_mid, elf_nuc = triplet_elf(0.0), triplet_elf(R_trip / 2)
assert repulsion > 0 and elf_nuc > 0.99 and elf_mid < 0.5
z_half = brentq(lambda z: triplet_elf(z) - 0.5, 0.0, R_trip / 2)
print("H2 triplet, UHF, R = %.1f bohr: energy minus two atoms %.3f eV"
      % (R_trip, repulsion))
print("  ELF (spin up) at midpoint %.4f, at a nucleus %.5f"
      % (elf_mid, elf_nuc))
print("  ELF = 1/2 on the axis at %.3f bohr from the midpoint" % z_half)

# ---- a weak and a strong bond compared ----
print("PBE/def2-SVP, each molecule at its parabola minimum")
bond = {}
for symbol, lengths, atom_spin in (("Li", (4.8, 5.2, 5.6), 1),
                                   ("N", (2.0, 2.1, 2.2), 3)):
    atom = gto.M(atom=symbol, basis="def2-svp", spin=atom_spin, verbose=0)
    atom_mf = dft.UKS(atom)
    atom_mf.xc = "PBE"
    atom_mf = run(atom_mf)
    energies, dm = [], None
    for R in lengths:
        mf = dft.RKS(dimer(symbol, R, "def2-svp"))
        mf.xc = "PBE"
        mf = run(mf, dm)
        dm = mf.make_rdm1()
        energies.append(mf.e_tot)
    shift = np.array(lengths) - lengths[1]
    a, b, _ = np.polyfit(shift, np.array(energies) - energies[1], 2)
    R_min = lengths[1] - b / (2 * a)
    assert a > 0 and lengths[0] < R_min < lengths[2]
    mol = dimer(symbol, R_min, "def2-svp")
    mf = dft.RKS(mol)
    mf.xc = "PBE"
    mf = run(mf, dm)
    dm_spin = mf.make_rdm1() / 2
    rho, D, elf = local_quantities(mol, dm_spin, [0, 0, 0])
    energy = (2 * atom_mf.e_tot - mf.e_tot) * EV
    bond[symbol] = (energy, elf[0])
    print("%s2: bond length %.3f bohr, binding energy %.2f eV"
          % (symbol, R_min, energy))
    print("  midpoint: spin density %.5f bohr^-3, D/D0 = %.4f, ELF = %.4f"
          % (rho[0], D[0] / gas_reference(rho[0]), elf[0]))
assert bond["N"][0] > 5 * bond["Li"][0] > 0
assert bond["Li"][1] > bond["N"][1]

# ---- same-spin pair probability near a reference electron, in N2 ----
# mol and dm_spin still belong to N2, the last molecule of the loop
origin = np.array([[0.3, 0.2, 0.5]])
s = 0.005
around = origin + s * np.vstack([np.eye(3), -np.eye(3)])
ao_0 = mol.eval_gto("GTOval_sph", origin)[0]
ao_s = mol.eval_gto("GTOval_sph", around)
rho_0 = ao_0 @ dm_spin @ ao_0
gamma = ao_s @ dm_spin @ ao_0
pair = np.mean(density(mol, dm_spin, around) - gamma**2 / rho_0)
D_formula = local_quantities(mol, dm_spin, origin)[1][0]
D_pair = 3 * pair / s**2
assert abs(D_pair / D_formula - 1) < 2e-3
print("N2 at (0.3, 0.2, 0.5) bohr, pair distance s = %.3f bohr" % s)
print("  3P/s^2 from pair probability: %.5f bohr^-5" % D_pair)
print("  D from tau and grad rho:      %.5f bohr^-5" % D_formula)

# ---- uniform gas: explicit sums over plane waves in a periodic box ----
print("Plane waves in a periodic cube, one spin")
axis = np.arange(-30, 31)
n2 = (axis[:, None, None]**2 + axis[None, :, None]**2
      + axis[None, None, :]**2).ravel()
gas = {}
for cutoff, L in ((0, 20.0), (1, 20.0), (30, 20.0), (30, 200.0)):
    filled = n2[n2 <= cutoff**2]
    rho = len(filled) / L**3
    tau = (2 * np.pi / L) ** 2 * filled.sum() / L**3
    gas[cutoff, L] = elf_value(tau, rho)   # the density gradient is zero
    print("  %d states, side %.0f bohr, density %.3e bohr^-3: ELF = %.4f"
          % (len(filled), L, rho, gas[cutoff, L]))
assert gas[0, 20.0] == 1
assert abs(gas[30, 20.0] - 0.5) < 2e-3
assert abs(gas[30, 200.0] - 0.5) < 2e-3

print("all good")
```

Running it gives:

```
Energy of one H atom, cc-pVTZ: -0.499810 hartree
H2 singlet, cc-pVTZ (FCI = full configuration interaction)
R = 1.4 bohr: FCI binding energy 4.6998 eV
  RHF energy minus two atoms: -3.628 eV
  RHF largest 1-ELF over 3001 points: 3.3e-10
  midpoint, FCI density matrix: D/D0 = 0.0332, ELF = 0.9989
R = 3.0 bohr: FCI binding energy 1.5141 eV
  RHF energy minus two atoms: 0.300 eV
  RHF largest 1-ELF over 3001 points: 2.6e-10
  midpoint, FCI density matrix: D/D0 = 0.3247, ELF = 0.9046
R = 6.0 bohr: FCI binding energy 0.0176 eV
  RHF energy minus two atoms: 4.844 eV
  RHF largest 1-ELF over 3001 points: 6.7e-11
  midpoint, FCI density matrix: D/D0 = 10.7528, ELF = 0.0086
R = 10.0 bohr: FCI binding energy 0.0001 eV
  RHF energy minus two atoms: 6.414 eV
  RHF largest 1-ELF over 3001 points: 2.7e-10
  midpoint, FCI density matrix: D/D0 = 197.3343, ELF = 0.0000
He atom, RHF: largest 1-ELF over 3001 points: 2.7e-09
H2 triplet, UHF, R = 3.0 bohr: energy minus two atoms 0.817 eV
  ELF (spin up) at midpoint 0.2231, at a nucleus 1.00000
  ELF = 1/2 on the axis at 0.306 bohr from the midpoint
PBE/def2-SVP, each molecule at its parabola minimum
Li2: bond length 5.287 bohr, binding energy 0.89 eV
  midpoint: spin density 0.00578 bohr^-3, D/D0 = 0.0457, ELF = 0.9979
N2: bond length 2.107 bohr, binding energy 10.56 eV
  midpoint: spin density 0.32191 bohr^-3, D/D0 = 0.3924, ELF = 0.8665
N2 at (0.3, 0.2, 0.5) bohr, pair distance s = 0.005 bohr
  3P/s^2 from pair probability: 1.59926 bohr^-5
  D from tau and grad rho:      1.59918 bohr^-5
Plane waves in a periodic cube, one spin
  1 states, side 20 bohr, density 1.250e-04 bohr^-3: ELF = 1.0000
  7 states, side 20 bohr, density 8.750e-04 bohr^-3: ELF = 0.4928
  113081 states, side 20 bohr, density 1.414e+01 bohr^-3: ELF = 0.5000
  113081 states, side 200 bohr, density 1.414e-02 bohr^-3: ELF = 0.5000
all good
```
